Choosing a passive-quenching resistor and finding its 90 percent recharge time

**Question**

I have a single-photon avalanche diode in series with a resistor R_L, fed from a constant supply. The supply is 5 V above the breakdown voltage, which I take as 30 V, so it sits at 35 V. The exercise says: choose R_L so that the steady avalanche current is limited to 20 µA, then find the 90 percent recharge time if the total capacitance at the diode is 1 pF.

I am stuck in several places. For the resistor, do I divide the whole 35 V by 20 µA, or the 5 V? The diode also has some resistance of its own while it conducts, about 1 kΩ, and I don't know whether it matters. For the recharge, I can form a time constant with the 1 kΩ or with R_L, and they differ enormously. I am also unsure what the 90 percent refers to. Finally, if a steady current of 20 µA flows, why does the avalanche ever stop and let the diode recharge?

**Answer**

All four difficulties go away once the circuit is written down separately for its two states, avalanche on and avalanche off.

**The circuit and its variable**

The supply V_B + V_E feeds the resistor R_L. The other end of R_L is the node where the reverse-biased diode is connected, and the far side of the diode is grounded. V_B is the breakdown voltage and V_E = 5 V is the excess bias. The capacitance C = 1 pF lies between the node and ground and includes the junction, the wiring and whatever reads out the pulse.

Measure the node voltage from breakdown:

x = (node voltage) − V_B

A fully charged diode has x = V_E, and a diode at breakdown has x = 0. The current arriving through R_L is

[(V_B + V_E) − (V_B + x)]/R_L = (V_E − x)/R_L

V_B has cancelled. This already answers your first question: with the node near breakdown, the resistor carries the excess voltage of 5 V, while the other 30 V remain across the diode.

The circuit equations contain no physical constants, so they hold in atomic units, SI or any other consistent set. A convenient set here is V, kΩ, mA, pF and ns, because 1 kΩ × 1 pF = 1 ns.

**Avalanche on: the steady current**

A simple model of a conducting avalanche is a voltage source V_B in series with a resistance R_D. The diode current is then x/R_D. The capacitor gains what R_L supplies and loses what the diode draws:

C dx/dt = (V_E − x)/R_L − x/R_D

In the steady state the left side is zero. Collect the terms in x:

V_E/R_L = x_s (1/R_L + 1/R_D) = x_s (R_L + R_D)/(R_L R_D)

Multiplying both sides by R_L R_D/(R_L + R_D) gives

x_s = V_E R_D/(R_L + R_D)

and the steady current is

I = x_s/R_D = V_E/(R_L + R_D)

The two resistances are in series for the steady current, as expected, since no current flows into a capacitor whose voltage is constant.

Solving for the resistor that gives a current I_max,

R_L = V_E/I_max − R_D

With R_D = 1 kΩ this is 250 − 1 = 249 kΩ. R_D is rarely known well, however, and the task is to limit the current. If you drop R_D and choose

R_L = V_E/I_max = 5 V / 0.020 mA = 250 kΩ

then I = V_E/(R_L + R_D) ≤ V_E/R_L = I_max for every R_D ≥ 0. Neglecting R_D errs on the safe side. With your 1 kΩ the current is 5 V/251 kΩ = 19.92 µA, which is 0.4 percent below the limit, and the node settles at x_s = 19.9 mV. The neglect would matter if R_D were comparable with R_L: for R_D = R_L the current would be half of I_max.

**What the resistor does not limit**

The 20 µA is a steady value. At the start of the avalanche the capacitor is charged to x = V_E and discharges directly through the diode, without passing through R_L. In this model the initial diode current is

V_E/R_D = 5 V/1 kΩ = 5 mA

which is 250 times the design current. To see how long the discharge lasts, subtract the steady-state condition from the node equation:

C dx/dt = −(x − x_s)(1/R_L + 1/R_D)

This is exponential decay towards x_s with the time constant

τ_on = C R_L R_D/(R_L + R_D) = 0.996 ns

The two resistances act in parallel here, because both connect the node to a fixed voltage, and the smaller one dominates. This is where your 1 kΩ time constant belongs: it describes the discharge.

The charge in the pulse follows from the same balance. Over the first 10 ns the capacitor falls from 5 V to about 0.02 V and gives up 4.98 pC. R_L delivers at most 20 µA × 10 ns = 0.2 pC in that time. Integrating the node equation numerically gives 5.16 pC through the diode, so the charge per pulse is close to C V_E = 5 pC and is set by the capacitance rather than by R_L.

**Avalanche off: the recharge**

When the last carrier has left the junction, the diode stops conducting. The R_D branch is then open and has no part in what follows. The node equation loses its last term:

C dx/dt = (V_E − x)/R_L

Separate the variables:

dx/(V_E − x) = dt/(R_L C)

Integrate from x_q, the node excess when the avalanche ends (t = 0), to x at time t. The integral of 1/(V_E − x) is −ln(V_E − x), so

ln[(V_E − x_q)/(V_E − x)] = t/(R_L C)

or, solved for x,

x(t) = V_E − (V_E − x_q) exp[−t/(R_L C)]

The 90 percent refers to the excess bias, since that is what the pulse removed and what has to be restored. Set x = 0.9 V_E, so that V_E − x = 0.1 V_E:

t₉₀ = R_L C ln[(V_E − x_q)/(0.1 V_E)]

For an avalanche that ends at breakdown, x_q = 0 and V_E cancels:

t₉₀ = R_L C ln 10

The numbers are

R_L C = 250 kΩ × 1 pF = 250 ns

t₉₀ = 250 ns × 2.3026 = 575.6 ns ≈ 0.58 µs

So the answer to the exercise is R_L = 250 kΩ and t₉₀ ≈ 0.58 µs. Stepping the off-state equation forward numerically from x = 0 until x reaches 4.5 V also gives 575.6 ns.

If you took 90 percent of the whole 35 V instead, the target would be 31.5 V, which is an excess of only 1.5 V. The node gets there after

250 ns × ln(5/3.5) = 89.2 ns

At that moment the diode has recovered 30 percent of its excess bias, so this is not a useful measure of recovery.

**Reading the result**

Insert R_L = V_E/I_max into the recharge time:

t₉₀ = (C V_E/I_max) ln 10

The factor C V_E/I_max is the time in which a constant current I_max would replace the lost charge: 5 pC/20 µA = 250 ns. The real charging current starts at that value and falls as the node rises, which is why reaching even 90 percent takes 2.3 times these 250 ns. At fixed V_E and C, halving the permitted current doubles the recharge time.

For a general fraction f of the excess bias, the same steps with V_E − x = (1 − f)V_E give

t_f = R_L C ln[1/(1 − f)]

Since ln 100 = 2 ln 10, recovery to 99 percent takes twice as long as recovery to 90 percent, about 1.15 µs. As f approaches 1 the time grows without limit, so "fully recharged" needs a stated fraction.

The diode is not blind until t₉₀ and perfect afterwards. After one time constant, 250 ns, the excess bias is already 3.16 V, and a photon arriving then can start an avalanche. It does so at reduced excess bias and gives a smaller pulse, and the discharge sets the recharge back to its beginning. Note also that 90 percent of the excess bias is not the same as 90 percent of the detection efficiency. That conversion requires the efficiency as a function of bias, which this circuit model does not contain.

**Why the avalanche stops**

The on-state circuit has a perfectly good steady solution at 20 µA, and nothing in it ever switches off. The missing ingredient is that the current is carried by a finite number of carriers. If one carrier crosses the junction in a transit time τ, then N carriers make a current I = eN/τ, so

N = Iτ/e

For a rough τ = 10 ps and I = 19.92 µA this gives N = 1243. Each carrier may create others by impact ionization or leave the junction, and both happen at random. If N reaches zero by chance, the current stays at zero until a new carrier appears.

The size of the fluctuations can be estimated. Near breakdown, gains and losses balance on average, and each occurs at a rate of about 1/τ per carrier. In a short time t there are about Nt/τ gains and as many losses. For independent random events the variance of each count equals its mean, and the two variances add:

variance of N ≈ 2Nt/τ

The relative fluctuation is the square root of this divided by N, which is √[2t/(Nτ)]. It reaches order one when t ≈ Nτ/2, about 6 ns for N = 1243. The estimate ignores the response of the circuit, which pulls N back towards its steady value. It suggests that a current of 20 µA is fragile, and with the circuit included as below an avalanche started in the steady state lasts a few tens of nanoseconds. For ten times the current the estimate gives ten times the time, about 60 ns, but the restoring action of the circuit makes the actual lifetime far longer than that, as the simulation below shows.

To include the circuit, let the carrier number also grow or shrink on average with the voltage that remains after the drop across R_D:

mean dN/dt = g N (x − I R_D)

C dx/dt = (V_E − x)/R_L − I

Here g is the growth rate per volt. I take a growth of 0.04 per transit per volt, or 4 per ns per volt. This is an illustrative value on the low side: for an abrupt silicon junction breaking down at 30 V, the carrier continuity equations with the usual local ionization coefficients give about 50 per ns per volt near breakdown. I simulated these equations with the random term above, starting with 100 carriers at full excess bias, for 400 avalanches followed for up to 300 ns. An avalanche counts as ended when N falls below one.

With R_L = 250 kΩ all 400 avalanches ended, on average 10.4 ns after the start. Halving the time step left this mean at 10.4 ns. With R_L = 25 kΩ, and V_E, C, R_D, τ and g unchanged, the steady current is 192 µA and none of the 400 ended within 300 ns. In that case the off-state never begins in the simulated time, and a recharge time computed from R_L C would describe something that does not happen. This is the reason for limiting the current in the first place: a smaller resistor recharges faster, but only if the avalanche stops. The two runs do not locate the boundary between these behaviours.

The simulation also shows something the steady-state picture does not suggest. At the moment of quenching the node was on average at x = −0.126 V, with a spread of 0.036 V. With these values of g and R_D the typical avalanche therefore dies while the node is below breakdown, rather than after settling at 20 µA and x = +20 mV. This depends on the rough parameters: with a growth of 0.1 per transit per volt, or with R_D = 3 kΩ, the undershoot is much weaker or absent and most avalanches end with the node above breakdown.

The equations explain how the node gets there. During the fast discharge, neglect the random term and the small current through R_L. Since I is proportional to N, the equations become

C dx/dt = −I and dI/dt = g I (x − I R_D)

Dividing the second by the first gives

dI/dx = −g C (x − I R_D)

which is solved by

I = x/R_D + 1/(g C R_D²)

as insertion shows: both sides equal 1/R_D. Any deviation from this solution varies as exp(g C R_D x). Here g = 0.04/(10 ps V) = 4 per ns per volt, so g C R_D = 4 per volt and the deviation has died out by the time x has fallen from 5 V to zero. At x = 0 the current is therefore still about 1/(g C R_D²) = 0.25 mA, more than ten times the 0.02 mA that R_L supplies, and the capacitor goes on discharging. Below breakdown the mean growth is negative and the carrier number falls. Once the current has become small, R_L lifts the node at a rate of about

V_E/(R_L C) = 5 V/250 ns = 20 mV/ns

so from the mean quench voltage of −0.126 V it would need about 6 ns more to regain breakdown. Without the random term the node dips to about −0.18 V, stays below breakdown from about 4 ns to about 17 ns after the start, and the carrier number drops to about 18 during this stay, few enough for fluctuations to finish the avalanche. With 25 kΩ the resistor supplies about 0.2 mA, nearly as much as the 0.25 mA, and the node does not fall below breakdown at all: without the random term it turns round at about x = +0.12 V, and the carrier number bottoms out just under ten thousand. With the g used here the larger resistor thus helps in two ways, through fewer carriers in the steady state and by letting the node dip below breakdown. The second way needs a small g: at about 50 per ns per volt, 1/(g C R_D²) is only 0.02 mA, and without the random term the node does not go below breakdown even with 250 kΩ. The simulation does not separate the two contributions.

The 20 µA is therefore best read as a design quantity. It fixes R_L and tells you how weakly the supply can sustain an avalanche, although with the values of g and R_D used here the current does not normally settle there.

**How much the simplifications change the time**

The assumption x_q = 0 can now be judged. If the avalanche ended at the steady node excess of +19.9 mV, the recharge would take 574.6 ns, which is 1 ns less. Starting from the simulated quench voltages it takes 581.9 ns on average, 1.1 percent more than 575.6 ns, because the node has slightly further to climb. Counted from the start of the simulated avalanche instead of its end, the mean time to 90 percent is 592.3 ns, or 2.9 percent more. The build-up from a single carrier to the initial 100 is not included. At a growth of 0.2 per 10 ps it would add roughly 0.2 ns.

A larger correction comes from the capacitance. A junction's capacitance falls as its reverse bias rises, because the depleted layer widens. For an abrupt junction it varies as the inverse square root of the voltage, if the built-in potential is ignored. Suppose that all of C is of this kind and equals 1 pF at breakdown:

C(x) = C √[V_B/(V_B + x)]

The charging current is C(x) dx/dt, so the recharge time becomes

t = R_L ∫ C(x) dx/(V_E − x), taken from x = 0 to x = 0.9 V_E

This gives 548.8 ns, which is 4.7 percent less than the constant-capacitance result. Wiring and readout capacitance do not vary in this way, so if they make up part of the 1 pF the reduction is smaller.

Temperature affects the current more than the time. The breakdown voltage of silicon rises with temperature, and I take a rough 30 mV/K. At a fixed supply voltage, a warming of 10 K lowers the excess bias from 5.00 V to 4.70 V and the steady current from 19.92 µA to 18.73 µA. The time to regain 90 percent of the new excess bias is unchanged, since V_E cancelled from t₉₀.

Cooling works in the other direction, and there the safety margin is thin. The current reaches 20 µA when V_E = 0.020 mA × 251 kΩ = 5.02 V, which is only 20 mV above the nominal value. At 30 mV/K that corresponds to less than 1 K of cooling. If 20 µA is a strict limit, R_L must be computed from the largest excess bias that will occur, and the tolerance of the resistor must be allowed for as well.

**Comparison with real devices**

The numbers used here lie in the range of a thin-junction silicon single-photon avalanche diode: a breakdown voltage of a few tens of volts, an excess bias of a few volts, a conducting resistance from some hundred ohms to a few kilohms, and a ballast resistor of some hundred kilohms. All of these are rough typical values. The largest steady current at which the avalanche still quenches reliably depends on the device and has to be measured or taken from its data.

An assumption that can easily spoil the result in practice is the value of C. A package, a circuit-board trace or a probe can easily add a picofarad, and because t₉₀ is proportional to C, one additional picofarad would double the recharge time to about 1.15 µs. Real junctions also trap carriers during the pulse and release them later. A carrier released during the recharge can start a new avalanche and restart the clock, which the calculation above leaves out. So do the simulated quench times, which also ignore the sideways spread of the avalanche across the junction. They illustrate quenching by fluctuations and should not be taken as a prediction for a particular diode. In particular, the dip below breakdown rests on a growth rate about ten times smaller than the estimate for a 30 V silicon junction, so it is not shown to occur in such a diode.

The computed values are collected in the numerical output below.

Computed values

```
Excess bias: 5.0 V; breakdown (rough): 30 V
Current limit: 20.0 microampere
Total capacitance: 1.0 pF
Diode resistance (rough): 1.0 kilohm
Chosen ballast resistor: 250.0 kilohm
Resistor for exactly the limit with R_D: 249.0 kilohm
Steady current with R_D: 19.92 microampere
Steady node excess: 19.9 mV
Peak diode current V_E/R_D: 5.0 mA
Discharge time constant: 0.996 ns
Capacitor charge C*V_E: 5.00 pC
Diode charge in first 10 ns: 5.16 pC
Recharge time constant: 250.0 ns
ln(10): 2.3026
90 percent recharge time, formula: 575.6 ns
90 percent recharge time, integrated: 575.6 ns
Same in microseconds: 0.576 microsecond
Recharge from steady node excess: 574.6 ns
Excess at 90 percent of total bias: 1.50 V
Time to 90 percent of total bias: 89.2 ns
Excess after one time constant: 3.16 V
Transit time (rough): 10 ps
Growth per transit per volt (rough): 0.04
Carriers at steady current: 1243
Simulation window: 300 ns; trials: 400
Quenched fraction, chosen resistor: 1.000
Small comparison resistor: 25.0 kilohm
Its steady current: 192 microampere
Quenched fraction, small resistor: 0.000
Mean quench time after trigger: 10.4 ns
Mean quench time, half time step: 10.4 ns
Node excess at quench, mean: -0.126 V
Node excess at quench, spread: 0.036 V
Mean recharge from random quench: 581.9 ns
Mean time trigger to 90 percent: 592.3 ns
Recharge if all C is abrupt junction: 548.8 ns
Breakdown drift (rough): 30 mV/K
Excess bias after 10 K warming: 4.70 V
Steady current after warming: 18.73 microampere
```
